The van Roosbroeck–Shockley relation for equilibrium radiative recombination, part 1

(Sections cited here and not found follow in the second part.)

## First half: the relation in thermal equilibrium

### Definitions and conventions

Hartree atomic units are used: ħ, the electron mass and the elementary charge are 1, and the speed of light is c ≈ 137. The temperature T is an energy, standing for Boltzmann's constant times the absolute temperature. Since ħ = 1, the angular frequency ω of light is also its photon energy. Electromagnetic fields are in Gaussian form.

The medium is homogeneous, isotropic and nonmagnetic, and large compared with the wavelength of the light. Its real refractive index is n(ω). Two further quantities follow from it:

n_g = d(nω)/dω = n + ω dn/dω,

v_g = dω/dk = c/n_g.

The second line holds because a wave has wave number k = nω/c, so that dk/dω = n_g/c. The index is taken to have n_g > 0, so that k grows with ω.

Consider a beam of photon flux F, the number of photons crossing unit area in unit time. Per unit volume and time it causes α_↑F upward transitions of the matter, in which a photon is absorbed, and α_↓F stimulated downward transitions, in which a photon is added to the beam. A transmission measurement sees the difference,

α = α_↑ − α_↓, dF/dz = −αF.

This α is the net absorption coefficient. All three coefficients refer here to band-to-band transitions: those that raise or lower the number of conduction electrons by one. Absorption by free carriers within a band is left out, because its reverse process emits light without recombination.

The spectral rate r(ω) is the number of spontaneous radiative recombinations per unit volume, time and photon energy, summed over directions and polarisations of the emitted photon. Its integral in equilibrium is R0. A photon counts in R0 when it is emitted, whether or not it is absorbed again later.

Absorption is weak in this sense. If the complex index is n + iκ, the field amplitude falls as exp(−κωz/c) and the flux as its square, so α = 2κω/c. The requirement is

αc/(nω) = 2κ/n ≪ 1. (1)

The light then loses little energy over one wavelength divided by 2π. All results below are of leading order in this ratio.

### Theorem 1

Let the matter be in equilibrium at temperature T, and let

N(ω) = 1/[exp(ω/T) − 1] (2)

be the Planck occupation of a photon mode. Then

r(ω) = α(ω) · n²ω²/(π²c²) · N(ω), (3)

R0 = ∫ dω α(ω) n²ω²/(π²c²) / [exp(ω/T) − 1]. (4)

This is the van Roosbroeck–Shockley relation. The proof needs three facts: how much flux a given occupation of the modes carries, how spontaneous emission is tied to stimulated emission, and how upward and downward transitions are tied together by equilibrium.

### Lemma 1: the flux carried by the modes

If every photon mode near ω holds N photons, the photon flux per unit photon energy, added over all directions, is

Φ(ω) = G(ω)N, G(ω) = n²ω²/(π²c²). (5)

**Proof.** Take a periodic box of volume V. The allowed wave vectors form a lattice with one point per volume (2π)³/V, and each carries two polarisations. The number of modes with wave number below k is therefore

2 · (4πk³/3) · V/(8π³) = Vk³/(3π²).

Differentiation with respect to ω, and division by V, gives the mode density

D(ω) = (k²/π²) dk/dω = (n²ω²/(π²c²)) (n_g/c) = n²n_gω²/(π²c³). (6)

The photon density per unit energy is DN. A wave packet in a transparent medium travels at v_g, so the flux is DNv_g. With v_g = c/n_g the group index cancels, and (5) follows. ∎

"Added over all directions" means that the fluxes of beams in different directions are summed as positive numbers. The vector sum vanishes in an isotropic field. The positive sum is what counts for absorption, since each beam causes transitions in proportion to its own flux.

**Remark: the same flux from refraction.** The cancellation of n_g can be understood without the motion of wave packets. Let the medium have a flat surface towards vacuum, with both sides in equilibrium. Let L_v and L_m be the photon fluxes per solid angle and photon energy in vacuum and in the medium. In vacuum n = n_g = 1, so

L_v = ω²N/(4π³c²),

which is the vacuum form of (5) divided by 4π.

Consider light leaving the medium within a narrow cone about the surface normal. Snell's law for small angles is nθ_m = θ_v. The solid angle of a narrow cone is πθ², so dΩ_v = n²dΩ_m. The reflected fraction at normal incidence is ρ = [(n − 1)/(n + 1)]² from either side. The outward flux in vacuum consists of transmitted light from the medium and reflected light from the vacuum, and in equilibrium it must equal the flux of any other vacuum cone:

L_v dΩ_v = (1 − ρ)L_m dΩ_m + ρL_v dΩ_v.

Moving the last term to the left and dividing by 1 − ρ gives L_v dΩ_v = L_m dΩ_m, hence

L_m = n²L_v.

Isotropy extends this to all directions inside the medium, and multiplication by 4π returns (5). This argument works at one fixed real frequency. It uses the laws of refraction of a transparent medium, which a weakly absorbing one obeys to leading order in κ/n.

### Lemma 2: spontaneous and stimulated emission

For any state of the matter that emits equally in all directions and polarisations,

r(ω) = α_↓(ω)G(ω). (7)

**Proof.** The part of the coupling that creates a photon in a given mode is proportional to the creation operator b†. Acting on a state with N photons it gives

b†|N⟩ = √(N + 1) |N + 1⟩.

Transition rates contain the square of the matrix element. The downward rate into this mode is thus proportional to N + 1, with a factor that depends on the matter and the mode but not on N. The part proportional to N is stimulated emission. The part proportional to 1 remains when the mode is empty and is spontaneous emission. Their ratio is N to 1 for each mode and for each kind of transition.

Now fill all modes near ω with the same number N. By Lemma 1 the flux is GN, so the stimulated downward rate per volume and photon energy is α_↓GN. The spontaneous rate is this divided by N, which is (7). ∎

Equation (7) contains no temperature. It says that spontaneous emission is as frequent as the emission that would be stimulated by one photon in every mode.

### Lemma 3: upward and downward transitions

In equilibrium, and for band-to-band transitions taken alone,

α_↓ = α_↑ exp(−ω/T). (8)

**Proof.** Let H be the Hamiltonian of the matter, with eigenstates i and energies E_i. It may contain the interaction between electrons and the coupling to lattice vibrations. The number of conduction electrons is assumed to be conserved by H, so that only light changes it; without this the phrase "band-to-band" would have no sharp meaning. In equilibrium a state containing M_i electrons in all has the probability

P_i = exp[−(E_i − μM_i)/T]/Z,

where μ is the chemical potential and Z makes the probabilities add to 1.

A weak beam of frequency ω perturbs the matter by

O exp(−iωt) + O† exp(iωt).

The first term raises the energy by ω and the second lowers it by ω. By Fermi's golden rule the total upward and downward rates are

U = 2π Σ_{i,f} P_i |⟨f|O|i⟩|² δ(E_f − E_i − ω),

Q = 2π Σ_{i,f} P_f |⟨i|O†|f⟩|² δ(E_f − E_i − ω).

In both sums f is the upper state. Because ⟨i|O†|f⟩ is the complex conjugate of ⟨f|O|i⟩, the two squared matrix elements are equal. Light does not change the total number of electrons, so M_i = M_f, and the delta function sets E_f = E_i + ω. Therefore

P_f = P_i exp(−ω/T)

in every term that contributes, and Q = U exp(−ω/T). Both rates belong to the same beam, so α_↓/α_↑ = Q/U.

The relation holds for each pair of states separately. The sums may thus be limited to pairs in which f has one more conduction electron than i. The upward sum is then band-to-band absorption, the downward sum is stimulated recombination, and their ratio is unchanged. ∎

Nothing in this proof requires independent electrons or vertical transitions. If a phonon is absorbed or emitted together with the photon, its energy is part of E_i and E_f. The relation therefore applies to an indirect gap as well, with the phonon-assisted absorption in α.

### Proof of Theorem 1

Insert (8) into the definition of the net coefficient:

α = α_↑ − α_↓ = α_↓ exp(ω/T) − α_↓ = α_↓[exp(ω/T) − 1].

Solving for α_↓ and using (2),

α_↓ = α/[exp(ω/T) − 1] = αN. (9)

Lemma 2 then gives r = α_↓G = αGN. With G from (5) this is (3), and integration over ω gives (4). ∎

### What the relation says about the balance of rates

By (5), the equilibrium flux is Φ = GN, so (3) can be read as r = αΦ. The spontaneous rate equals the net absorption rate of the blackbody radiation present in the medium. It does not equal the full upward rate. The latter is, by (8) and (9),

α_↑Φ = α_↓ exp(ω/T)Φ = αN exp(ω/T)Φ.

From (2), exp(ω/T) = 1 + 1/N, so N exp(ω/T) = N + 1, and

α_↑Φ = (N + 1)αΦ = r + Nr. (10)

The first term on the right is spontaneous emission and the second is stimulated emission. Upward and downward transitions balance at each photon energy, as equilibrium demands.

If the upward coefficient alone is known, for instance from a calculation that omits stimulated emission, (7) and (8) give the correct form

r = α_↑G exp(−ω/T). (11)

The Planck occupation belongs with α, and the Boltzmann factor belongs with α_↑. Combining α_↑ with the Planck occupation gives a rate too large by the factor N + 1.

### Limits

For ω ≫ T the 1 in the denominator of (2) is negligible, N ≈ exp(−ω/T), and α_↑ and α nearly coincide. Semiconductors with a gap of many T lie in this limit. If α starts at a sharp edge, the exponential then confines the emission to a few T above it, unless α rises there about as steeply as the exponential falls. If α has a tail below the edge, part of the emission comes from that tail, and it can be the larger part.

For ω ≪ T the expansion exp(ω/T) ≈ 1 + ω/T gives N ≈ T/ω, and (3) becomes

r ≈ αn²ωT/(π²c²).

Here upward and stimulated downward transitions nearly cancel in α, while each of them is larger than α by about T/ω.

Where α vanishes in equilibrium, r vanishes too. By (9) no downward transitions are then possible at that energy.

### Emission inside and outside the body

The rate r is a property of the interior. To see how it relates to the light travelling in a body, let L(z) be the photon flux per solid angle and photon energy along a ray that enters the medium empty at z = 0. Spontaneous emission adds r/(4π) per unit length, and net absorption removes αL:

dL/dz = −αL + r/(4π).

With L(0) = 0 the solution is

L(z) = (r/(4πα))[1 − exp(−αz)] = (GN/4π)[1 − exp(−αz)],

where the last step uses (3). For αz ≪ 1 the bracket is about αz, and L grows as rz/(4π): each emitted photon survives. For αz ≫ 1 it levels off at the blackbody value GN/(4π), whatever the size of α. A thick body does not show its internal rate at its surface, because most photons emitted deep inside are absorbed again.

### The form in ordinary units

With ħ, Boltzmann's constant k_B and the absolute temperature Θ restored, (4) reads

R0 = ∫ dω α n²ω²/(π²c²) / [exp(ħω/k_BΘ) − 1].

Put x = ħω/(k_BΘ). Then ω²dω = (k_BΘ/ħ)³x²dx, and with ħ = h/(2π) the prefactor becomes

(1/(π²c²)) (2πk_BΘ/h)³ = 8π(k_BΘ)³/(c²h³).

Hence

R0 = [8π(k_BΘ)³/(c²h³)] ∫ dx n²α x²/(eˣ − 1). (12)

With α in inverse metres, R0 is in recombinations per cubic metre and second.

## Second half: two bands, injected carriers and numbers

### Symbols and results carried over

Atomic units are used, T is an energy, and ω is the photon energy. The medium has index n, group index n_g = n + ω dn/dω and net band-to-band absorption coefficient α = α_↑ − α_↓. The density of photon modes is D = n²n_gω²/(π²c³). One photon in every mode carries the flux G = n²ω²/(π²c²) per photon energy. The spontaneous spectral rate is r = α_↓G for isotropic emission. In equilibrium r = αGN with N = 1/[exp(ω/T) − 1], and R0 is its integral. Absorption is weak: αc/(nω) ≪ 1.

For a weakly absorbing medium in thermal equilibrium, the spontaneous recombination rate has been shown to equal the net band-to-band absorption rate of the blackbody radiation inside it. It remains to check this relation in a two-band model, extend it to injected carriers, and examine numerical examples and the conditions under which it fails.
